Fluorine Consumed by a Silicon Film, from the Endpoint Density Rise

**Problem**

A plasma etches a silicon film that lies on an inert underlayer. While the film covers the wafer, the density of atomic fluorine in the reactor is steady at n₁. When the film has cleared, the density settles at a higher value n₂, with n₂ = 1.25 n₁.

(a) Show that the film had been consuming 20 percent of the fluorine generated, if generation is constant and all losses are linear in the fluorine density.

(b) Polysilicon on silicon dioxide is etched in an NF₃ plasma, and the 25 percent rise is observed. Find the loss frequency due to the film, the probability that a fluorine atom striking the film is consumed, and the etch rate. The parameters are rough typical values:

- pressure 20 mTorr, gas temperature 400 K, NF₃ flow 100 sccm;
- cylindrical chamber of radius 20 cm and height 15 cm, with a wafer of radius 10 cm on its floor;
- fluorine loss probability 0.01 per collision with the other walls;
- fluorine density n₁ = 5.0 × 10¹³ cm⁻³ during etching.

(c) Decide how far the 20 percent can be trusted in such a reactor.

**Conventions.** The reactor is first taken as well mixed, so that one density n describes it. G is the number of fluorine atoms released from the feed gas per unit volume and time. "Linear losses" means that each loss rate is a frequency times n, and that the frequencies other than the film's are the same before and after clearing. "Inert" means that the underlayer removes no fluorine atoms, either by etching or by helping them to recombine. Fluorine that returns to the gas when etch products dissociate is subtracted from the film's consumption, which is therefore a net quantity. Likewise, atoms that recombine to F₂ on the walls and are later set free again are subtracted from the wall loss.

**Hints**

1. Write one balance equation for each steady state. What do the two have in common?

2. The density after clearing measures the losses that have nothing to do with the film. Use it to eliminate G.

3. Two ratios are easily confused: film loss divided by the other losses, and film loss divided by generation. Which of them is 25 percent?

4. For (b), a gas of density n and mean speed v delivers n v/4 atoms per unit area and time to a surface. Each silicon atom leaves as SiF₄.

5. For (c), release one assumption at a time and repeat the division of hint 2.

**Solution to (a)**

Let k_f be the loss frequency due to the film and k_o the sum of all other loss frequencies. During etching the density obeys

dn/dt = G − (k_o + k_f) n.

In the steady state the left side is zero, so

G = (k_o + k_f) n₁.  (1)

After clearing, the film term is absent while G and k_o are unchanged:

G = k_o n₂.  (2)

The right sides of (1) and (2) are equal. Dividing both by k_o n₁ gives

n₂/n₁ = 1 + k_f/k_o.  (3)

Write ρ = n₂/n₁ − 1 for the fractional rise. Equation (3) says that ρ = k_f/k_o. The 25 percent is thus the film loss relative to the other losses.

The share φ of generated fluorine that the film consumed is its loss rate k_f n₁ divided by G. With G from (1), the density cancels:

φ = k_f n₁/G = k_f/(k_o + k_f).

Dividing numerator and denominator by k_o, and using ρ = k_f/k_o,

φ = ρ/(1 + ρ) = 1 − n₁/n₂.  (4)

For ρ = 0.25,

φ = 0.25/1.25 = 0.20,

which is the result to be shown.

A budget of 100 generated atoms makes the difference between the two percentages visible. During etching the film takes 20 and the other losses take 80. After clearing the other losses must take all 100. Being linear, they can do so only if the density rises by the factor 100/80 = 1.25. The same 20 atoms are 20 percent of the generation and 25 percent of the other losses.

**Limits and sensitivity.** For a small rise, φ ≈ ρ and the two percentages nearly agree. A doubling of the density, ρ = 1, means that the film took half of the fluorine. As ρ grows without limit, φ approaches 1: nearly all the fluorine was going to the film.

The effect of a reading error follows from the derivative of (4),

dφ/dρ = [(1 + ρ) − ρ]/(1 + ρ)² = 1/(1 + ρ)².

At ρ = 0.25 this is 0.64. An error of 2 percentage points in the rise therefore shifts the share by about 1.3 points: a rise of 23 percent gives 18.7 percent, and one of 27 percent gives 21.3 percent.

**When to read the two densities.** Suppose the film vanishes at t = 0, and that little fluorine returns to the gas from F₂ or etch products. Then dn/dt = G − k_o n, and since G = k_o n₂,

d(n₂ − n)/dt = −k_o (n₂ − n).

With n = n₁ at t = 0 the solution is

n(t) = n₂ − (n₂ − n₁) exp(−k_o t).

The second reading has to wait for several times 1/k_o. After five such times, e⁻⁵ or 0.7 percent of the step is still missing. If much fluorine does return, the wait can be longer, up to several residence times of the gas in the reactor, because the densities of F₂ and etch products must settle too.

A real film clears gradually. If a fraction θ of its area remains, and each remaining part consumes as before, the film loss frequency is θk_f. When θ changes slowly compared with 1/k_o, the density follows the balance G = (k_o + θk_f) n, so that

n/n₂ = k_o/(k_o + θk_f) = 1/(1 + ρθ).

With half the film left, n/n₁ = 1.25/1.125 = 1.11. The rise is then 11 percent, somewhat less than half of the final 25 percent. A reading taken before clearing is complete gives too small a share.

**Solution to (b)**

*Surface loss.* In an isotropic gas half the atoms move towards a given surface, and the average of the cosine of their angle to the normal, taken over the hemisphere, is 1/2. The flux is thus n × (1/2) × (1/2) × v = n v/4. If a fraction γ of the collisions removes an atom, a surface of area A in a chamber of volume V contributes the loss frequency

k = γ v A/(4V).  (5)

This takes the velocities of the arriving atoms to be undisturbed by the loss, which is reasonable for γ much smaller than 1. It also takes the density at the surface to equal the mean density in the chamber, an assumption that part (c) examines.

The chamber volume is 18850 cm³, the wafer area 314.2 cm² and the area of the other walls 4084 cm². The mean speed of a fluorine atom of mass m at 400 K is

v = √(8k_BT/(πm)) = 6.677 × 10⁴ cm/s.

*Other losses.* Equation (5) gives for the walls

k_wall = 0.01 × 6.677 × 10⁴ × 4084/(4 × 18850) = 36.17 s⁻¹.

For the pump, divide the feed rate by the number of molecules in the chamber. This estimate ignores the extra particles made by dissociation. If NF₃ breaks up into N₂ and F, they raise the pump frequency at fixed pressure by roughly 40 percent, and k_o by about 5 percent. The flow is 4.478 × 10¹⁹ molecules/s and the gas density 4.828 × 10¹⁴ cm⁻³, so

k_pump = 4.478 × 10¹⁹/(4.828 × 10¹⁴ × 18850) = 4.92 s⁻¹.

The sum is k_o = 41.09 s⁻¹, of which the walls make up 88 percent.

By the conventions, 0.01 must be read as a net probability. The distinction matters here. If the wall loss forms F₂ that is only pumped away, its density is k_wall n₁/(2k_pump) = 1.8 × 10¹⁴ cm⁻³, or 38 percent of the gas. If 0.01 were the gross value and the plasma dissociated F₂ at 5 s⁻¹, about half of the wall loss would come back. Then k_o would be 23 s⁻¹, and the film frequency, probability and etch rate found below would fall by the same factor of 0.56.

*Film loss.* From (3),

k_f = 0.25 × 41.09 = 10.27 s⁻¹.

Solving (5) for the probability, with the wafer area,

γ_f = 4 × 18850 × 10.27/(6.677 × 10⁴ × 314.2) = 0.037.

Like k_f, this is a net value: if etch products return fluorine to the gas, the probability in a single collision is higher.

The film has less than a tenth of the area of the other walls. It competes with them because each collision is 3.7 times as likely to remove an atom.

*Generation.* The density after clearing is n₂ = 1.25 × 5.0 × 10¹³ = 6.25 × 10¹³ cm⁻³. Equation (2) gives

G = 41.09 × 6.25 × 10¹³ = 2.568 × 10¹⁵ cm⁻³ s⁻¹.

Multiplied by the volume and divided by the feed rate, this is 1.08 fluorine atoms per NF₃ molecule. A molecule holds three, so the feed can supply the demand.

*Etch rate.* The film consumes φGV atoms per unit time. If all of them leave as SiF₄, four are used per silicon atom. With N_Si = 4.996 × 10²² silicon atoms per cm³, the thickness removed per unit time is

φGV/(4 A N_Si) = 0.20 × 2.568 × 10¹⁵ × 18850/(4 × 314.2 × 4.996 × 10²²)
= 1.542 × 10⁻⁷ cm/s,

or 92.5 nm/min. Fluorine that merely recombined on the silicon would count in φ but remove no silicon, and the etch rate would be lower.

*Time scales.* A 300 nm film takes 195 s to etch. If clearing is spread over an assumed 5 percent of that time, it lasts 9.7 s. The relaxation time 1/k_o is 24.3 ms, and the residence time of the gas, 1/k_pump, is 0.20 s. Both are short compared with the clearing time, so the density follows the shrinking film closely, as the formula with θ requires.

**Solution to (c)**

*Changed generation or changed other losses.* Let the generation after clearing be (1 + g)G and the other loss frequency (1 + h)k_o, where G and k_o are the values during etching. The second balance becomes

(1 + g)G = (1 + h)k_o n₂, so k_o/G = (1 + g)/[(1 + h)n₂].

The first balance still gives φ = 1 − k_o n₁/G. Hence

φ = 1 − [(1 + g)/(1 + h)] n₁/n₂.  (6)

If the plasma makes more fluorine once the film has gone, part of the rise is not due to the film, and (4) overstates the share. A fall in the other losses has the same effect.

One reason for such a change is that SiF₄ disappears from the gas. If SiF₄ is lost by pumping alone, its density during etching is its production rate divided by k_pump:

0.20 × 2.568 × 10¹⁵/(4 × 4.92) = 2.6 × 10¹³ cm⁻³,

which is 5.4 percent of the gas. Suppose that generation changes by this fraction, in either direction. This is a plausible scale and not a bound. The F₂ estimated in (b) rises by 25 percent at clearing, about 9.5 percent of the gas, which is more than the SiF₄ that disappears. At fixed pressure this dilutes the NF₃ and points to a decrease. With h = 0, equation (6) gives 1 − 1.054 × 0.8 = 15.7 percent for an increase and 24.3 percent for a decrease. A change of 5 percent in generation matters more than an error of 2 points in reading the rise.

*Imperfect mixing.* The film acts on nearby gas at the rate set by its surface speed γ_f v/4 ≈ 620 cm/s. Diffusion across the chamber height H has the characteristic speed D/H. For a rough diffusion coefficient D = 12500 cm²/s this is 12500/15 ≈ 830 cm/s. The two are comparable, so the density above the wafer must be noticeably depleted.

The atom budget still holds for the chamber as a whole. The other losses take the share 1 − φ before clearing and all the generation afterwards. Equation (4) therefore survives if n₁/n₂ is replaced by the ratio of the total other losses. A detector measures a local density instead, whose ratio can differ.

A diffusion calculation replaces the single balance by D∇²n − k_pump n + G = 0 inside the cylinder, with uniform G. At each surface the diffusive flux into it equals γ v n/4, where γ is 0.01 on the other walls, γ_f from (b) on the film, and zero on the cleared wafer. Solved numerically before and after clearing, it gives these rises in the mean density along a diameter:

- 1 cm above the wafer: 36.8 percent;
- at mid-height, 7.5 cm: 25.6 percent;
- at 14 cm, near the lid: 22.4 percent.

The film's true share is 18.5 percent in all three cases, since only the viewing height changes. Used in (4), the lowest line would give 0.368/1.368 = 27 percent, far too much, and the highest 0.224/1.224 = 18.3 percent, close to the truth. The share is below 20 percent although the reactivity is the same as in the well-mixed model, because the film now meets a depleted gas. If the reactivity is adjusted until the mid-height line shows a rise of 25 percent, the true share is 18.2 percent.

The mean free path is about 0.56 cm, small compared with the chamber, which supports the use of diffusion for the chamber as a whole. The line 1 cm above the wafer is only about two mean free paths from it, so the value there is the roughest of the three. When D is raised to 10⁸ cm²/s, the calculation returns a rise of 25 percent and a share of 20 percent, each to within 0.1 percentage point.

*The real process.* The probability 0.037 is high for purely chemical etching near room temperature, where it is roughly 10⁻³ to 10⁻², and presumes help from ion bombardment. The wall probability is an uncertain input, as it depends strongly on the wall material and its history. It sets k_f, G and the etch rate in (b). It does not enter (4), but it does enter the correction for mixing: for a 25 percent rise at mid-height the true share is about 19 percent if the wall probability is 0.003 and about 16 percent if it is 0.03. A real reactor can depart from good mixing and from constant generation. For the present numbers, uniform generation (localised sources give 17 to 20 percent) and a reading at mid-height, imperfect mixing moves the share from 20 to about 18 percent; a reading close to the wafer would mislead more. A change in generation of the size assumed above moves the share by about 4 points either way. A pressure controller that shifts the pump valve at clearing also changes k_o. The pump supplies 12 percent of k_o, so a 5 percent change in pump frequency changes k_o by 0.6 percent.

The 25 percent must also be a rise in density. Optical emission from fluorine depends on the electron density and temperature as well, and its intensity can stand for n only if these are steady or have been corrected for.

**Variation 1: second-order losses**

Suppose the other losses are proportional to n², as for atoms that recombine in pairs. What share does a 25 percent rise then imply?

With a constant coefficient k₂, the balance after clearing is G = k₂n₂². Before clearing the other losses take k₂n₁², and the film takes the rest. Therefore

φ = (G − k₂n₁²)/G = 1 − (n₁/n₂)² = 1 − 0.64 = 0.36.

The share is 36 percent instead of 20, because a second-order loss grows faster with density. A given rise in n lets it absorb more of the fluorine that the film gives up. The linearity of the film's own loss was not used here. What matters is how the other losses depend on n.

If the second-order part takes only a fraction q of the generation after clearing, the linear part takes 1 − q. Scaling each back to the density n₁ gives

φ = 1 − (1 − q)(n₁/n₂) − q(n₁/n₂)².

For a 25 percent rise this is 1 − 0.8(1 − q) − 0.64q = 0.20 + 0.16q. In the NF₃ example, take recombination of F with NF₂ in three-body collisions, with a rough coefficient of 10⁻³⁰ cm⁶/s and NF₂ as dense as F and proportional to it, which makes the loss second order in n. Then q is 0.073 percent, and the share changes by about 0.01 percentage point. At this low pressure that process is negligible. The order of the wall loss matters far more: if it were second order, q would be 0.88 and the share 34 percent.

**Variation 2: an underlayer that is not inert**

Silicon dioxide is etched slowly by fluorine. Let the polysilicon etch 20 times as fast as the oxide at equal fluorine density, a rough value. What share had the film consumed if the rise is again 25 percent?

Let the exposed oxide have the loss frequency k_u and take the share u of the generation after clearing. The other losses then take 1 − u, so k_o n₂ = (1 − u)G. Before clearing they took k_o n₁ = (1 − u)G n₁/n₂, and the film took the rest:

φ = 1 − (1 − u) n₁/n₂ = 0.20 + 0.80u.  (7)

To find u, compare the two materials. For mass densities of 2.2 and 2.33 g/cm³ and molar masses of 60.08 and 28.09 g/mol, the oxide holds (2.2/60.08)/(2.33/28.09) = 0.441 times as many silicon atoms per volume as silicon does. Each again takes four fluorine atoms. Hence k_u = c k_f with c = 0.441/20 = 0.0221.

The balances (k_o + k_f)n₁ = (k_o + c k_f)n₂, with n₂ = 1.25n₁, give

k_o + k_f = 1.25k_o + 1.25c k_f,
k_f/k_o = 0.25/(1 − 1.25c) = 0.257.

Then u = c k_f/(k_o + c k_f) = 0.0057/1.0057, or 0.56 percent, and (7) gives φ = 20.45 percent. At this selectivity the etching of the oxide hardly matters. A ratio of 20 is typical of purely chemical etching, and ion bombardment, which γ_f = 0.037 presumes, usually lowers it. The same steps give 21.9 percent for a ratio of 5 and about 23.5 percent for a ratio of 3.

Recombination on the oxide could matter more. If the exposed oxide removed fluorine with the same probability 0.01 as the other walls, (5) would give k_u = 0.01 × 6.677 × 10⁴ × 314.2/(4 × 18850) = 2.8 s⁻¹. Then u = 2.8/(41.1 + 2.8) = 6.3 percent, and (7) gives φ = 25 percent. An underlayer can thus resist etching and still fail to be inert in the sense that the 20 percent result requires.

The numerical output below lists most of the values used here.

Values computed for the example and the checks

```
observed rise: 25 %
film share of generated F: 20.0 %
share if other losses were all second order: 36.0 %
pressure: 20 mTorr
gas temperature: 400 K
NF3 flow: 100 sccm
chamber radius: 20 cm
chamber height: 15 cm
wafer radius: 10 cm
chamber volume: 18850 cm3
wafer area: 314.2 cm2
other wall area: 4084 cm2
wall loss probability: 0.01
mean F speed: 6.677e+04 cm/s
gas density: 4.828e+14 cm^-3
NF3 feed: 4.478e+19 molecules/s
F density before clearing: 5.000e+13 cm^-3
F density after clearing: 6.250e+13 cm^-3
pump loss frequency: 4.92 1/s
wall loss frequency: 36.17 1/s
total other loss frequency: 41.09 1/s
film loss frequency: 10.27 1/s
film reaction probability: 0.0369
F generation rate: 2.568e+15 cm^-3 s^-1
F generated per NF3 fed: 1.08
Si density: 2.33 g/cm3
Si atom density: 4.996e+22 cm^-3
polysilicon etch rate: 92.5 nm/min
film thickness: 300 nm
etch time: 195 s
assumed clearing spread: 5 % of etch time
clearing duration: 9.7 s
F relaxation time after clearing: 24.3 ms
share for a 23 % rise: 18.7 %
share for a 27 % rise: 21.3 %
assumed polysilicon:oxide selectivity: 20
F share taken by oxide after clearing: 0.56 %
film share corrected for oxide: 20.45 %
SiF4 fraction of gas: 5.4 %
film share if generation rises by that: 15.7 %
film share if generation falls by that: 24.3 %
assumed three-body coefficient: 1.0e-30 cm6/s
F share lost to NF2 recombination: 0.073 %
film share corrected for it: 20.012 %
F diffusion coefficient: 12500 cm2/s
F mean free path, 3D/v: 0.56 cm
diffusion model, true film share: 18.5 %
rise seen 1 cm above wafer: 36.8 %
rise seen at 7.5 cm: 25.6 %
rise seen at 14 cm: 22.4 %
film reactivity factor for 25 % at 7.5 cm: 0.97
true film share in that case: 18.2 %
```
